Stress from a separable nonlocal pseudopotential, including its angular part, part 1

(Sections cited here and not found follow in the second part.)

In a model rock-salt cell with chosen projectors and a chosen local well (its two sites are labelled Cl and Na below), four doubly occupied bands at one general k point give the separable nonlocal pseudopotential a shear stress σ_yz = 1.556 GPa. Of this, 1.300 GPa comes from a term whose three diagonal elements, −0.6670, −0.0214 and +0.6884 GPa, add up to zero, so that it contributes nothing to the nonlocal pressure of 222.36 GPa. When the same term is averaged over the k points related by cubic symmetry, its largest element falls to 2.3 × 10⁻¹⁴ GPa, which is rounding error. A term that carries most of a shear stress, none of the pressure, and vanishes from a symmetric sum can be wrong by a sign or a factor in a program without any test on an unstrained cubic crystal with a symmetric set of k points noticing. It arises because a strain in general turns a wave vector k + G as well as changing its length, and the spherical harmonics in the projectors respond to the turning.

Hartree atomic units are used (ħ = m_e = e = 4πε₀ = 1, lengths in bohr, energies in Ha), and stresses are converted with 1 Ha/bohr³ = 29421.02 GPa. A Bloch state is normalized to one in a cell of volume Ω and expanded as

ψ_nk(r) = Ω^(−1/2) Σ_G c_G e^(i q·r),   q = k + G,   Σ_G |c_G|² = 1.   (1)

The letter q denotes the vector, κ = |q| its length and q̂ = q/κ its direction. The labels n and k on c_G are suppressed. The nonlocal operator has the separable Kleinman–Bylander form. An atom at τ carries projectors β_il(|r − τ|) Y_lm, the harmonic being evaluated in the direction of r − τ, with real radial functions β_il and real orthonormal harmonics Y_lm. The index i counts the projectors of one angular momentum, and they are coupled by a real symmetric matrix D^l_ij that depends neither on m nor on the strain. This is the norm-conserving case without spin–orbit coupling. With k-point weights w and occupations f, the energy per cell is

E_NL = Σ_kn w f Σ_atoms Σ_lm Σ_ij P_i* D_ij P_j,   P_i = ∫ β_il(|r − τ|) Y_lm ψ(r) d³r.   (2)

The atom sum runs over one cell while the integral runs over all space. The copy of an atom at τ + T, with T a lattice vector, has the overlap e^(ik·T) P_i by the Bloch property, the phase cancels in P_i* P_j, and so every cell of the crystal contributes the same amount.

The overlap in reciprocal space needs the expansion of a plane wave about the atom. Put r = τ + s, so that e^(iq·r) = e^(iq·τ) e^(iκs t), with t the cosine of the angle between q and s. The function e^(ixt) is expanded in Legendre polynomials, whose norm is ∫ P_l² dt = 2/(2l + 1) on the interval from −1 to 1:

e^(ixt) = Σ_l (2l + 1) i^l j_l(x) P_l(t),   j_l(x) = (1/(2 i^l)) ∫ e^(ixt) P_l(t) dt.   (3)

The second relation may serve as the definition of the spherical Bessel function. The Legendre polynomial is then split by the addition theorem, which is needed again later. The Y_lm are the values on the unit sphere of the 2l + 1 independent homogeneous harmonic polynomials of degree l. A rotation maps this set of polynomials into itself and preserves the scalar product on the sphere, so it mixes the Y_lm by an orthogonal matrix, and the sum Σ_m Y_lm(u) Y_lm(u′) is unchanged when u and u′ are rotated together. As a function of u it is therefore a harmonic of degree l with axial symmetry about u′, which makes it a multiple of P_l(u·u′), and the multiple is the same for every u′. Setting u′ = u, where P_l(1) = 1, and integrating over the sphere gives 2l + 1 on one side and 4π times the multiple on the other:

Σ_m Y_lm(u) Y_lm(u′) = ((2l + 1)/4π) P_l(u·u′).   (4)

Equations (3) and (4) give e^(iq·s) = 4π Σ_lm i^l j_l(κs) Y_lm(q̂) Y_lm(ŝ). In the overlap (2) the angular integral over ŝ selects one l and m by orthonormality, and the radial integral defines a form factor:

P_i = 4π i^l Ω^(−1/2) Σ_G c_G F_il(κ) Y_lm(q̂) e^(iq·τ),   F_il(κ) = ∫₀^∞ s² β_il(s) j_l(κs) ds.   (5)

The strain is a homogeneous map r → (1 + ε) r applied to the lattice vectors a_i. The atoms keep their fractional coordinates, so τ → (1 + ε) τ, but each atom keeps its own shape: β_il and D are not deformed, and the axes to which the Y_lm refer stay fixed. The k points keep their fractional coordinates in the reciprocal cell, and the basis keeps its set of integer triples (Miller indices). For symmetric ε the stress is the symmetric tensor defined by

δE = Ω Σ_αβ σ_αβ ε_αβ.   (6)

Since ε_αβ and ε_βα are not independent, the derivative needs a definition. The symbol d_αβ means the derivative with respect to η at η = 0 along the strain ε_γδ = η (δ_γα δ_δβ + δ_γβ δ_δα)/2. Inserting this strain in (6) gives δE = Ω η (σ_αβ + σ_βα)/2, so σ_αβ = d_αβ E / Ω. A finite-difference test that sets ε_xy = ε_yx = η changes the energy by 2Ωσ_xy η, so its difference quotient must be divided by 2Ω, not Ω, to give σ_xy. For the isotropic strain ε = η·1 one has δE = Ω η tr σ and δΩ = 3Ωη, so the pressure −dE/dΩ equals −tr σ/3: a compressed solid has negative tr σ in this convention.

The coefficients c_G are held fixed in the derivative, and this needs a reason, since in a strained crystal they do change. The plane waves in (1) are orthonormal in any cell, because (1/Ω) ∫ e^(i(G′−G)·r) d³r = δ_GG′ holds whenever G and G′ belong to the reciprocal lattice of that cell. The constraint c_m† c_n = δ_mn on the coefficient vectors therefore contains no strain. At the ground state with fixed occupations the total energy is stationary under this constraint, which means ∂E/∂c_n* = Σ_m c_m Λ_mn with a Hermitian matrix of Lagrange multipliers Λ. Along the relaxed path the chain rule gives

dE/dη = (∂E/∂η at fixed c) + Σ_mn Λ_mn (ċ_n† c_m) + complex conjugate of the last sum,

where the dot is d/dη. The conjugate sum is Σ_mn Λ_mn* c_m† ċ_n = Σ_mn Λ_nm c_m† ċ_n, and exchanging the names m and n turns it into Σ_mn Λ_mn c_n† ċ_m. The two sums together are Σ_mn Λ_mn d(c_n† c_m)/dη, which vanishes because c_n† c_m is the constant δ_nm. The total stress is thus the explicit derivative at fixed c, and it splits into one term for each term of the energy. The nonlocal stress is the explicit derivative of (2). Stationarity belongs to the total energy only, so the derivative of E_NL alone along the relaxed path is a different quantity; in the example its diagonal elements have even the opposite sign.

At fixed c the strain enters (5) through Ω, κ, q̂ and possibly the phase. The reciprocal vectors obey a_i·b_j = 2π δ_ij before and after the strain. With a_i′ = (1 + ε) a_i, the choice b_j′ = [(1 + ε)^T]^(−1) b_j satisfies a_i′·b_j′ = a_i^T (1 + ε)^T [(1 + ε)^T]^(−1) b_j = a_i·b_j, and the solution is unique. Every q is a fixed combination of the b_j, so it transforms the same way, and to first order, for a matrix ε of any symmetry,

δq_γ = −Σ_δ ε_δγ q_δ.   (7)

The calculation that preserved a_i·b_j preserves q·τ to all orders, so the structure phase e^(iq·τ) has no strain derivative. In real space the frozen-coefficient state is the original one carried along with the lattice, ψ′((1 + ε)r) = det(1 + ε)^(−1/2) ψ(r), and the stress measures how this deformed wave overlaps a rigid atom. The volume is multiplied by det(1 + ε). In the expansion of the determinant the product of diagonal elements gives 1 + tr ε at first order and every other product contains at least two off-diagonal elements, so δΩ = Ω tr ε. The trace of the strain used in d_αβ is η δ_αβ. Inserting that strain also in (7) gives

d_αβ Ω = δ_αβ Ω,   d_αβ Ω^(−1/2) = −½ δ_αβ Ω^(−1/2),   (8)

d_αβ q_γ = −½ (δ_γβ q_α + δ_γα q_β).   (9)

The length follows from κ² = Σ_γ q_γ q_γ. Differentiating, 2κ d_αβ κ = 2 Σ_γ q_γ d_αβ q_γ = −(q_β q_α + q_α q_β), so that

d_αβ κ = −q_α q_β / κ = −κ q̂_α q̂_β.   (10)

Stretching the crystal along x shortens the wave vectors that have an x component, as the sign shows. The unit vector q̂_γ = q_γ/κ is differentiated by the quotient rule, d_αβ q̂_γ = (d_αβ q_γ)/κ − q_γ (d_αβ κ)/κ². The first term is (9) with q replaced by q̂, and the second is +q̂_γ q̂_α q̂_β by (10):

d_αβ q̂_γ = −½ (δ_γα q̂_β + δ_γβ q̂_α) + q̂_α q̂_β q̂_γ.   (11)

Two properties of (11) govern the rest. Contracting with q̂_γ gives −q̂_α q̂_β + q̂_α q̂_β (q̂·q̂) = 0, so the change is tangent to the unit sphere, as it must be for a vector of fixed length. Setting β = α and summing gives −q̂_γ + (q̂·q̂) q̂_γ = 0, so a uniform dilation turns no wave vector. A wave vector along a principal axis of the strain is not turned either: for q̂ along x, d_xx q̂_x = −1 + 1 = 0 and the other two components vanish.

The harmonic is defined on the sphere only, and a Cartesian chain rule needs a function defined around the sphere. Let W(v) be any smooth function of a vector v that equals Y_lm for |v| = 1. Since q̂ stays on the sphere, Y_lm(q̂) = W(q̂) for every strain, and d_αβ Y_lm = Σ_γ (∂_γ W) d_αβ q̂_γ, the gradient being taken at q̂. Two such extensions differ by a function that vanishes on the sphere. Its gradient there has no tangential component, so it points along q̂ and is annihilated by the tangent vector (11). The extension is therefore free, and the convenient one is the solid harmonic R_lm(v) = |v|^l Y_lm(v̂), the homogeneous polynomial itself, for example R = (3/4π)^(1/2) v_x for p_x and R = (15/4π)^(1/2) v_x v_y for d_xy. Inserting (11),

d_αβ Y_lm = −½ (q̂_β ∂_α R_lm + q̂_α ∂_β R_lm) + q̂_α q̂_β Σ_γ q̂_γ ∂_γ R_lm.

The last sum follows from homogeneity. Differentiating R(λv) = λ^l R(v) with respect to λ at λ = 1 gives Euler's relation v·∇R = l R, and on the sphere R = Y. Hence

d_αβ Y_lm = l q̂_α q̂_β Y_lm(q̂) − ½ (q̂_α ∂_β R_lm + q̂_β ∂_α R_lm).   (12)

The trace is l Y − q̂·∇R = 0, in agreement with the trace of (11), and for l = 0 the whole expression vanishes since R is a constant. The same result can be written with polar angles. The gradient in spherical coordinates of R = v^l Y(θ, φ) at v = 1 is ∇R = l Y q̂ + g, where g = θ̂ ∂Y/∂θ + φ̂ (1/sin θ) ∂Y/∂φ is the gradient along the sphere. In (12) the radial piece contributes −½ (q̂_α l Y q̂_β + q̂_β l Y q̂_α) = −l q̂_α q̂_β Y and cancels the first term, leaving

d_αβ Y_lm = −½ (q̂_α g_β + q̂_β g_α).   (13)

Forms (12) and (13) are equal, but (13) divides by sin θ and needs special handling for wave vectors on the z axis, which occur, for instance, at Γ and at any k point on the z axis, while (12) is a polynomial in the components of q̂. The two forms must not be mixed: the gradient of the polynomial R put into (13) in place of g gives a wrong result. It omits l q̂_α q̂_β Y, has the trace −l Y instead of zero, and corrupts the pressure.

The product rule applied to (5), with c and the phase fixed, now gives three terms, d_αβ P_j = −½ δ_αβ P_j + Q^rad_j,αβ + Q^ang_j,αβ. The first comes from (8). The second comes from d_αβ F = F′ d_αβ κ with (10), and the third from (12):

Q^rad_j,αβ = 4π i^l Ω^(−1/2) Σ_G c_G [−q̂_α q̂_β κ F′_jl(κ)] Y_lm(q̂) e^(iq·τ),   (14)

Q^ang_j,αβ = 4π i^l Ω^(−1/2) Σ_G c_G F_jl(κ) [d_αβ Y_lm] e^(iq·τ).   (15)

The derivative of each quadratic form in (2) is Σ_ij (dP_i* D_ij P_j + P_i* D_ij dP_j). Exchanging the names i and j in the first sum makes it Σ_ij dP_j* D_ji P_i, which is the complex conjugate of the second sum when D_ji = D_ij*, and a real symmetric D satisfies this. The derivative is thus 2 Re Σ_ij P_i* D_ij dP_j. For the volume term it is 2 × (−½ δ_αβ) Σ P_i* D_ij P_j, which sums to −δ_αβ E_NL. Dividing by Ω,

σ^NL_αβ = σ^vol_αβ + σ^rad_αβ + σ^ang_αβ,

σ^vol_αβ = −δ_αβ E_NL / Ω,

σ^rad_αβ = (2/Ω) Re Σ_kn w f Σ_atoms Σ_lm Σ_ij P_i* D_ij Q^rad_j,αβ,

σ^ang_αβ = (2/Ω) Re Σ_kn w f Σ_atoms Σ_lm Σ_ij P_i* D_ij Q^ang_j,αβ.   (16)

The factor i^l appears in both P* and Q and drops out as (−i)^l i^l = 1. The volume part expresses the dilution of the normalized wave: one electron spread over a larger cell has less amplitude at the atom. The radial part expresses the change of wavelength as seen by a projector of fixed radius, and the angular part the change of direction of each wave relative to the lobes of the projector.

The derivative of the form factor is obtained from the power series of j_l. Rodrigues' formula P_l = (1/(2^l l!)) d^l(t² − 1)^l/dt^l is put into (3) and integrated by parts l times. The boundary terms vanish because (t² − 1)^l has zeros of order l at both ends, and each step brings a factor −ix, so that (−ix)^l (t² − 1)^l = (ix)^l (1 − t²)^l and

j_l(x) = (x^l / (2^(l+1) l!)) ∫ (1 − t²)^l cos(xt) dt,

the sine part being odd in t. Expanding the cosine, using the beta integral ∫ t^(2n) (1 − t²)^l dt = Γ(n + ½) l! / Γ(n + l + 3/2) over the interval from −1 to 1, and Γ(n + ½) = (2n)! √π / (4^n n!), one finds

j_l(x) = Σ_n c_ln x^(l+2n),   c_ln = (−1)^n √π / (2^(l+1) 4^n n! Γ(n + l + 3/2)).   (17)

From the series, x j_l′ − l j_l = Σ_n 2n c_ln x^(l+2n), in which the term n = 0 vanishes. With n = n′ + 1 the coefficient is 2(n′ + 1) c_l,n′+1. The factor n′ + 1 reduces (n′ + 1)! to n′!, the factors 2/4 turn 2^(l+1) into 2^(l+2), the sign flips, and Γ(n′ + l + 5/2) is the gamma function belonging to l + 1, so the coefficient equals −c_l+1,n′ and multiplies x · x^(l+1+2n′). Therefore x j_l′ = l j_l − x j_(l+1), and differentiating (5) under the integral with x = κs gives

κ F′_il(κ) = l F_il(κ) − κ ∫₀^∞ s³ β_il(s) j_(l+1)(κs) ds.   (18)

Equation (18) shows a cancellation between two of the parts. The piece l F in (14) contributes −l q̂_α q̂_β F Y, and the first term of (12) in (15) contributes +l q̂_α q̂_β F Y. In the sum they drop out, leaving the j_(l+1) integral and the polynomial gradient. This is the result one gets directly from F(κ) Y(q̂) = [F(κ)/κ^l] R(q). A program may use either arrangement, but the term must be kept in both places or in neither, and tensors called radial and angular in two programs are comparable only if the split is the same. Here the split is the literal one, length against direction.

The series also settles the wave q = 0, which occurs at the Γ point and has no direction. By (7) the zero vector remains zero under any strain, so its term in (5) changes only through Ω. The formulas agree in the limit. By (17), F_il is κ^l times a series in κ², so κF′ tends to zero for every l (as κ² for l = 0, as κ^l otherwise), F tends to zero for l ≥ 1 while the bracket (12) stays bounded, and for l = 0 the bracket is zero. Any finite value assigned to q̂ at q = 0 gives the right answer, and only the division by κ has to be avoided.

For Gaussian projectors the integrals are elementary. With ∫₀^∞ s^(2N+2) e^(−as²) ds = ½ Γ(N + 3/2) a^(−N−3/2) and N = l + n, the gamma function cancels the one in (17), and term by term

I_l(κ, a) = ∫₀^∞ s^(l+2) e^(−as²) j_l(κs) ds = (√π κ^l / (2^(l+2) a^(l+3/2))) Σ_n (−κ²/4a)^n / n! = √π κ^l e^(−κ²/4a) / (2^(l+2) a^(l+3/2)).   (19)

The example uses projectors of the Goedecker–Teter–Hutter form, β_il(s) = N_il s^(l+2i−2) e^(−s²/(2r_l²)), so a = 1/(2r_l²). The condition ∫ s² β² ds = 1 with the same Gaussian integral gives N_il = √2 / (r_l^ν Γ(ν)^(1/2)), ν = l + (4i − 1)/2. For i = 1, F = N I_l and the logarithmic derivative of (19) gives κF′ = F (l − κ²/2a) = F (l − κ² r_l²). For i = 2 the extra s² is produced by −∂/∂a, so F = N I_l h with h = (l + 3/2)/a − κ²/(4a²), and κF′ = N I_l [(l − κ²/2a) h − κ²/(2a²)].

The trace of (16) has no angular part, because (12) is traceless, and the trace of the bracket in (14) is −κF′. The nonlocal pressure is E_NL/Ω plus a radial term, and that term has a plain real-space meaning. Under the isotropic strain ε = η·1 the frozen state about an atom becomes (1 + η)^(−3/2) ψ(τ + s/(1 + η)), whose derivative at η = 0 is −(3/2) ψ − s·∇ψ. The first term is the trace of the volume term, −½ × 3, so tr Q^rad_j = −⟨β_j Y| s·∇ψ⟩. If the l component of ψ behaves as a pure power s^l over the range of the projector, Euler's relation gives s·∇ψ = lψ for that component, tr Q^rad = −l P, and the channel has tr σ^rad = −2l E_channel/Ω. This is the limit of a projector much smaller than every wavelength in the basis, where κF′ → lF.

The nonlocal stress has now been derived as the sum (16) of volume, radial and angular parts, and the angular part has been shown to be traceless, so that it contributes nothing to the pressure. It remains to check the symmetry of the stress, to explain why the angular part vanishes in the cubic average, and to test the formulas on the worked example.
